# Spin-free X2C energies against weighted Dirac averages in hydrogen-like ions

## Problem

One electron moves in the field of a fixed point nucleus, \(V=-Ze^2/r\) (Gaussian units). Energies \(E\) are measured from \(mc^2\), and radiative corrections are left out. For \(l\ge1\) the Dirac equation gives two levels, \(j=l\pm\tfrac12\), with the weighted average

\[
\bar E=\frac{(2l+2)\,E_{l+1/2}+2l\,E_{l-1/2}}{4l+2}.
\]

Spin-free X2C gives a single level \(E_{\rm sf}\). Here this means exact decoupling, in a complete basis, of the modified Dirac equation from which the spin-dependent term has been dropped (Dyall's separation). At what order in \(Z\) and \(1/c\) do \(E_{\rm sf}\) and \(\bar E\) first differ for 2p and 3d, and with what sign and size?

## A tempting solution

Write the small component as \(\psi_S=\boldsymbol\sigma\cdot\mathbf p\,\chi/(2mc)\). The upper Dirac equation, and the lower one multiplied by \(\boldsymbol\sigma\cdot\mathbf p/(2mc)\), become

\[
(V-E)\varphi+T\chi=0,\qquad
T\varphi-T\chi+\frac{1}{4m^2c^2}\,\boldsymbol\sigma\cdot\mathbf p\,(V-E)\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,
\]

with \(T=p^2/2m\). Since \(\mathbf pV=-i\hbar\nabla V\), the product rule for Pauli matrices gives

\[
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot V\mathbf p+\hbar\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\mathbf p\cdot V\mathbf p+\frac{\hbar}{r}\frac{dV}{dr}\,\boldsymbol\sigma\cdot\mathbf L .
\]

On a level of given \(j\), \(\boldsymbol\sigma\cdot\mathbf L=\hbar\lambda\) with

\[
\lambda=j(j+1)-l(l+1)-\tfrac34=
\begin{cases} l, & j=l+\tfrac12\\ -(l+1), & j=l-\tfrac12.\end{cases}
\]

The spin-free equation is the same equation with \(\lambda=0\). The weighted average of \(\lambda\) is

\[
\langle\lambda\rangle=\frac{(2l+2)l-2l(l+1)}{4l+2}=0 .
\]

The tempting conclusion is that the dropped term averages to zero, so that \(E_{\rm sf}=\bar E\) to every order, because the decoupling itself is exact.

## Where it fails

The operator is linear in \(\lambda\), but its eigenvalue \(E(\lambda)\) need not be. We have \(E_{\rm sf}=E(\langle\lambda\rangle)\), whereas \(\bar E=\langle E(\lambda)\rangle\). A term \(\lambda^2\) in the energy survives the average:

\[
\langle\lambda^2\rangle=\frac{(2l+2)l^2+2l(l+1)^2}{4l+2}
=\frac{2l(l+1)(2l+1)}{4l+2}=l(l+1).
\]

The exactness of X2C does not help. Decoupling preserves the positive-energy eigenvalues of the equation it is given, and that equation has already lost its spin-orbit term. What remains is to find the first order at which \(\lambda^2\) appears, and to check that its coefficient is not zero.

## Correct solution

**Scaling.** Measure length in \(\hbar^2/(me^2Z)\) and energy in \(Z^2me^4/\hbar^2\). Then \(V=-1/r\), \(T=p^2/2\), and the factor \(1/(4m^2c^2)\) becomes \(\varepsilon/4\), with

\[
\varepsilon=\left(\frac{Ze^2}{\hbar c}\right)^2=(Z\alpha)^2 .
\]

No other parameter is left. An energy term \(\varepsilon^k\) is therefore of order \(Z^{2k+2}/c^{2k}\). This relies on the point nucleus; a nuclear radius would bring in a second length.

**Expansion.** Set \(Q=1/r^3\), which is \(V'/r\) in these units, and

\[
P_E=\mathbf p\cdot(V-E)\mathbf p+\lambda Q .
\]

The second equation reads \(T(\chi-\varphi)=\tfrac{\varepsilon}{4}P_E\chi\), so \(\chi=\varphi+\tfrac{\varepsilon}{4}T^{-1}P_E\varphi+\dots\). Inserting this in the first, with \(H_0=T+V\),

\[
\Big[H_0-E+\frac{\varepsilon}{4}P_E+\frac{\varepsilon^2}{16}P_ET^{-1}P_E+\dots\Big]\varphi=0 .
\]

Now put \(E=E_0+\varepsilon E_1+\varepsilon^2E_2+\dots\) and \(\varphi=\varphi_0+\varepsilon\varphi_1+\dots\) with \(\varphi_1\perp\varphi_0\). Write \(P_0\) for \(P_E\) at \(E=E_0\); then \(P_E=P_0-\varepsilon E_1p^2+\dots\).

**Order \(\varepsilon\).** Projection on \(\varphi_0\) gives \(E_1=\tfrac14\langle P_0\rangle\), which is linear in \(\lambda\). At this order, \(Z^4/c^2\), the two energies agree. Their common value follows from

\[
\mathbf p\cdot U\mathbf p=\tfrac12(Up^2+p^2U)+\tfrac12(\nabla^2U),\qquad U=V-E_0 .
\]

The last term is a delta function at the nucleus and vanishes for \(l\ge1\). With \(p^2\varphi_0=-2U\varphi_0\),

\[
E_1^{\rm sf}=-\tfrac12\langle (E_0+1/r)^2\rangle
=-\tfrac12\Big[\frac1{4n^4}-\frac1{n^4}+\frac{2}{n^3(2l+1)}\Big]
=-\frac{1}{2n^3}\Big[\frac{2}{2l+1}-\frac{3}{4n}\Big],
\]

where \(E_0=-1/2n^2\), \(\langle1/r\rangle=1/n^2\) and \(\langle1/r^2\rangle=2/[n^3(2l+1)]\) were used. This is \(-7/384\) for 2p and \(-1/360\) for 3d.

**Order \(\varepsilon^2\).** Let \(R\) be the inverse of \(H_0-E_0\) on the space orthogonal to \(\varphi_0\) within the given \(l\). The order-\(\varepsilon\) equation gives \(\varphi_1=-\tfrac14RP_0\varphi_0\). Projecting the next order on \(\varphi_0\),

\[
E_2=\frac1{16}\Big[\langle P_0T^{-1}P_0\rangle-\langle P_0RP_0\rangle\Big]-\frac14E_1\langle p^2\rangle .
\]

The last term is at most linear in \(\lambda\). The coefficient of \(\lambda^2\) is thus

\[
d=\frac1{16}\Big[\langle QT^{-1}Q\rangle-\langle QRQ\rangle\Big].
\]

Averaging \(E(\lambda)\) adds \(\varepsilon^2l(l+1)d\) to \(E(0)\), hence

\[
E_{\rm sf}-\bar E=\frac{me^{12}}{\hbar^6c^4}\,D\,Z^6+\text{higher orders},\qquad
D=\frac{l(l+1)}{16}\Big[\langle QRQ\rangle-\langle QT^{-1}Q\rangle\Big].
\]

**The element \(\langle QRQ\rangle\).** Both states have \(n=l+1\) and radial function \(R_0=Nr^le^{-r/n}\). We need the solution \(Ne^{-r/n}w\) of \((H_0-E_0)R_1=(Q-q)R_0\), with \(q=\langle Q\rangle\). Acting on \(e^{-r/n}r^p\), the operator \(H_0-E_0\) gives \(e^{-r/n}\) times

\[
\frac{l(l+1)-p(p+1)}{2}\,r^{p-2}+\Big(\frac{p+1}{n}-1\Big)r^{p-1}.
\]

This vanishes at \(p=l\). Its derivative with respect to \(p\) there gives the action on \(r^l\ln r\), namely \(-\tfrac{2l+1}{2}r^{l-2}+\tfrac1nr^{l-1}\). Try

\[
w=Ar^{l-1}+Br^l\ln r+Cr^{l+1}+kr^l .
\]

The right-hand side must be \(r^{l-3}-qr^l\). Matching powers gives

- \(r^{l-3}\): \(lA=1\)
- \(r^{l-2}\): \(-A/n-\tfrac{2l+1}{2}B=0\)
- \(r^{l-1}\): \(B/n-nC=0\)
- \(r^{l}\): \(C/n=-q\)

So \((A,B,C)=(1,-\tfrac13,-\tfrac1{12})\) with \(q=\tfrac1{24}\) for 2p, and \((\tfrac12,-\tfrac1{15},-\tfrac1{135})\) with \(q=\tfrac1{405}\) for 3d.

The constant \(k\) follows from \(\int_0^\infty r^{l+2}e^{-2r/n}w\,dr=0\). The integrals needed are, with \(\beta=2/n\), \(H_s=1+\tfrac12+\dots+\tfrac1s\) and a constant \(g\) independent of \(s\),

\[
M_s=\int_0^\infty r^se^{-\beta r}dr=\frac{s!}{\beta^{s+1}},\qquad
\int_0^\infty r^s\ln r\,e^{-\beta r}dr=M_s(H_s-g).
\]

Dividing the orthogonality condition by \(M_{2l+2}\),

\[
k=-\frac{A}{n^2}-B(H_{2l+2}-g)-C\,\frac{n(2n+1)}{2}.
\]

Since \(N^2M_{2l-1}=q\), the matrix element is

\[
\langle QRQ\rangle=N^2\!\int_0^\infty r^{l-1}e^{-\beta r}w\,dr
=q\Big[\frac{2A}{n(2l-1)}+B(H_{2l-1}-g)+C\,nl+k\Big].
\]

Inserting \(k\) removes \(g\), and \(\tfrac{n(2n+1)}2-nl=\tfrac{3n}2\) because \(l=n-1\):

\[
\langle QRQ\rangle=q\Big[A\Big(\frac{2}{n(2l-1)}-\frac1{n^2}\Big)
-B\Big(\frac1{2l}+\frac1{2l+1}+\frac1{2l+2}\Big)-\frac{3n}{2}C\Big].
\]

For the two states,

\[
\text{2p: }\frac1{24}\Big[\frac34+\frac{13}{36}+\frac14\Big]=\frac{49}{864},\qquad
\text{3d: }\frac1{405}\Big[\frac1{18}+\frac{37}{900}+\frac1{30}\Big]=\frac{13}{40500}.
\]

**The element \(\langle QT^{-1}Q\rangle\).** The radial kernel of \(T^{-1}\) that is regular at the origin and decays at infinity is \(\tfrac{2}{2l+1}\,r_<^l/r_>^{l+1}\). Its slope jumps by \(-2/s^2\) at \(r=s\), as \(-\tfrac12(r^2v')'+\tfrac12l(l+1)v=\delta(r-s)\) requires. The regions \(s<r\) and \(s>r\) contribute equally, so

\[
\langle QT^{-1}Q\rangle=\frac{4N^2}{2l+1}\int_0^\infty\!\frac{dr}{r^2}\,e^{-r/n}\int_0^r\!ds\,s^{2l-1}e^{-s/n}.
\]

Substituting \(s=rt\) and integrating over \(r\) first,

\[
\langle QT^{-1}Q\rangle=\frac{4N^2}{2l+1}(2l-2)!\,n^{2l-1}\int_0^1\Big(\frac{t}{1+t}\Big)^{2l-1}dt .
\]

For 2p, \(N^2=1/24\) and the integral is \(1-\ln2\), which gives \((1-\ln2)/9\). For 3d, \(N^2=(2/3)^7/6!=8/98415\). With \(u=1+t\) the integral is

\[
\int_1^2\Big(1-\frac3u+\frac3{u^2}-\frac1{u^3}\Big)du=1-3\ln2+\frac32-\frac38=\frac{17}8-3\ln2 ,
\]

and the prefactor is \(\tfrac45\cdot\tfrac{8}{98415}\cdot2\cdot27=\tfrac{64}{18225}\).

**Result.**

\[
D_{2p}=\frac18\Big[\frac{49}{864}-\frac{1-\ln2}{9}\Big]=2.827\times10^{-3},
\]

\[
D_{3d}=\frac38\Big[\frac{13}{40500}-\frac{64}{18225}\Big(\frac{17}8-3\ln2\Big)\Big]=6.038\times10^{-5}.
\]

Neither vanishes, so the discrepancy starts at order \(Z^6/c^4\). In hartree units it is \(DZ^6/c^4\) with \(c\approx137.036\). Both coefficients are positive: at this order \(E(\lambda)\) is concave, and its value at the mean \(\lambda\) lies above the mean of its values. The part of the energy quadratic in the spin-orbit term has two contributions: \(\langle QRQ\rangle\) lowers the average of the two Dirac levels and \(\langle QT^{-1}Q\rangle\) raises it. The first is larger here, and the spin-free level misses the net lowering.

As a test, \(D\) was extracted from numerical spin-free levels at small \(Z\alpha\) and the closed Dirac energies. This gave \(2.826\times10^{-3}\) and \(6.042\times10^{-5}\), within the tolerance of 0.5%.

## Two further cases

For s states \(\boldsymbol\sigma\cdot\mathbf L=0\). There is one level, \(j=\tfrac12\), and the spin-free equation coincides with the full one, so there is no discrepancy.

The coefficient also depends on how spin is separated. Suppose the small component is eliminated first, which replaces \(T\) by \(\tfrac12\boldsymbol\sigma\cdot\mathbf p\,[1+\tfrac\varepsilon2(E-V)]^{-1}\boldsymbol\sigma\cdot\mathbf p\), and the spin term is dropped afterwards. The operator of order \(\varepsilon^2\) is then \(\tfrac18\boldsymbol\sigma\cdot\mathbf p(V-E)^2\boldsymbol\sigma\cdot\mathbf p\), which is linear in \(\lambda\). The term \(\langle QT^{-1}Q\rangle\) is absent, and \(D\) becomes \(l(l+1)\langle QRQ\rangle/16\). For 2p this is \(0.05671/8=7.09\times10^{-3}\), about 2.5 times the value above. The order is the same, but the number belongs to the chosen separation.

## Size in Ba⁵⁵⁺

For \(Z=56\), \(Z\alpha=0.40865\). The 2p average in hartree is

\[
\bar E=\frac{4(-396.179)+2(-414.468)}{6}=-402.275,
\]

and the spin-free level is \(-401.977\) hartree. The discrepancy is 0.298 hartree, or 8.12 eV. The leading term gives

\[
DZ^2(Z\alpha)^4=2.827\times10^{-3}\times3136\times0.02789=0.247\ \text{hartree},
\]

so the full discrepancy is 1.21 times the leading term. It amounts to 1.6% of the 2p spin-orbit splitting of 18.29 hartree.

For 3d the average is \([6(-175.038)+4(-176.703)]/10=-175.704\) hartree and the spin-free level is \(-175.698\). The discrepancy is 0.00556 hartree (0.151 eV), against a leading term of 0.00528 hartree. It is 0.33% of the 3d splitting.

The scan over \(Z\) in the numerical output shows where the leading term suffices. For 2p the ratio of the full discrepancy to \(DZ^6/c^4\) is 1.006 at \(Z=10\), 1.023 at 20, 1.10 at 40 and 1.51 at 80. Its excess over one grows about fourfold per doubling of \(Z\) at the light end, as a relative correction of order \((Z\alpha)^2\) would. For 3d the ratio is still 1.11 at \(Z=80\). In the printed 3d ratios the excess grows only threefold from \(Z=10\) to 20, which need not be a property of the exact levels. The numerically extracted \(D_{3d}\) lies above the closed value by a factor \(6.0422/6.0376=1.0008\). Subtracting this offset of 0.0008 from the 3d excesses 0.0024, 0.0073 and 0.0272 at \(Z=10\), 20 and 40 leaves 0.0016, 0.0065 and 0.0264, which grow about fourfold per doubling. The data are thus consistent with a small \(Z\)-independent numerical offset in the ratio; its source was not isolated.

## Table of computed values

```
fine-structure constant = 0.007297353
speed of light = 137.035999 atomic units
hartree = 27.211386 eV
2p: <Q R Q> closed 5.671296e-02, basis 5.671204e-02
2p: <Q T^-1 Q> closed 3.409476e-02, basis 3.409421e-02
2p: Z^4/c^2 coefficient closed -0.018229, extracted -0.018229 hartree
2p: D closed 2.82728e-03, extracted 2.82627e-03 hartree
2p: D from curvature in lam 2.82648e-03 hartree
3d: <Q R Q> closed 3.209877e-04, basis 3.209573e-04
3d: <Q T^-1 Q> closed 1.599858e-04, basis 1.599858e-04
3d: Z^4/c^2 coefficient closed -0.002778, extracted -0.002778 hartree
3d: D closed 6.03757e-05, extracted 6.04220e-05 hartree
3d: D from curvature in lam 6.03628e-05 hartree
Scan: (E_sf - E_avg) in hartree, and the same divided by D Z^6/c^4
2p Z=10: 8.0630e-06 hartree, ratio 1.0057
2p Z=20: 5.2493e-04 hartree, ratio 1.0230
2p Z=40: 3.6043e-02 hartree, ratio 1.0976
2p Z=80: 3.1734e+00 hartree, ratio 1.5099
3d Z=10: 1.7162e-07 hartree, ratio 1.0024
3d Z=20: 1.1037e-05 hartree, ratio 1.0073
3d Z=40: 7.2037e-04 hartree, ratio 1.0272
3d Z=80: 4.9983e-02 hartree, ratio 1.1137
Ba 55+: Z = 56, Z*alpha = 0.408652
2p nonrelativistic energy = -392.00000 hartree
2p Dirac j=1/2: -414.46769, j=3/2: -396.17911 hartree
2p Dirac average = -402.27530 hartree
2p spin-free energy = -401.97690 hartree
2p discrepancy = 0.29841 hartree = 8.1200 eV
2p leading term D Z^6/c^4 = 0.24726 hartree
2p spin-orbit splitting = 18.28858 hartree
2p discrepancy / splitting = 0.01632
3d nonrelativistic energy = -174.22222 hartree
3d Dirac j=3/2: -176.70263, j=5/2: -175.03799 hartree
3d Dirac average = -175.70384 hartree
3d spin-free energy = -175.69828 hartree
3d discrepancy = 0.00556 hartree = 0.1514 eV
3d leading term D Z^6/c^4 = 0.00528 hartree
3d spin-orbit splitting = 1.66464 hartree
3d discrepancy / splitting = 0.00334
```
